# Uncertainty of a vaporisation enthalpy from two vapour pressures

## The exercise

The vapour pressure of a liquid deposition precursor is measured at two temperatures, \(T_1=330\) K and \(T_2=350\) K. Each pressure carries a random relative error of 5 percent, and the two errors are independent. The temperatures are taken as exact.

(a) Derive the formula that gives the molar vaporisation enthalpy \(H\) from the two pressures.

(b) Show that the standard uncertainty of this enthalpy is near 3.4 kJ/mol, whatever the two pressures are.

(c) The readings are \(p_1=0.8\) Torr and \(p_2=2.6\) Torr. Find \(H\) and its relative uncertainty, and decide whether the neglected effects matter.

Here "5 percent" means one standard deviation, \(s=0.05\), of an error with zero mean. Energies are in kJ/mol, with \(R=0.0083145\) kJ/(mol K).

## Hints

1. Along the coexistence line, liquid and vapour have equal chemical potentials. What does this say about \(dp/dT\)?
2. At pressures of a few Torr, the vapour is nearly ideal and its molar volume far exceeds that of the liquid.
3. Write each reading as the true pressure times \(1+e\). What does the logarithm do to this product?
4. The variance of a difference of two independent quantities is the sum of their variances.
5. For the neglected effects, ask of each whether it scatters the result or shifts it.

## Full solution

### (a) The two-point formula

For one mole of either phase, \(d\mu=-S\,dT+V\,dp\). If the two phases stay in equilibrium while \(T\) and \(p\) change, their chemical potentials change equally:

\[
-S_l\,dT+V_l\,dp=-S_g\,dT+V_g\,dp .
\]

Collecting terms gives \((V_g-V_l)\,dp=(S_g-S_l)\,dT\). Vaporisation at equilibrium takes up the heat \(H\) at temperature \(T\), so \(S_g-S_l=H/T\), and

\[
\frac{dp}{dT}=\frac{H}{T\,(V_g-V_l)} .
\]

This is the Clapeyron equation. Now neglect \(V_l\) and set \(V_g=RT/p\):

\[
\frac{dp}{dT}=\frac{Hp}{RT^2}
\quad\Longrightarrow\quad
\frac{d\ln p}{dT}=\frac{H}{RT^2}.
\]

If \(H\) is constant between the two temperatures, it comes out of the integral. Since \(\int_{T_1}^{T_2}T^{-2}dT=1/T_1-1/T_2\),

\[
\ln\frac{p_2}{p_1}=\frac{H}{R}\,D,\qquad D=\frac1{T_1}-\frac1{T_2},
\]

and therefore

\[
H=K\ln\frac{p_2}{p_1},\qquad K=\frac RD=\frac{R\,T_1T_2}{T_2-T_1}.
\]

With \(T_2>T_1\), both \(D\) and \(K\) are positive, and a pressure that rises with temperature gives a positive enthalpy.

### (b) The standard uncertainty

Let \(p_1\) and \(p_2\) be the true pressures for the moment, and let the readings be \(p_1(1+e_1)\) and \(p_2(1+e_2)\). The enthalpy computed from the readings is

\[
H_{\rm read}=K\ln\frac{p_2(1+e_2)}{p_1(1+e_1)}
=K\ln\frac{p_2}{p_1}+K\left[\ln(1+e_2)-\ln(1+e_1)\right].
\]

The first term is the true enthalpy within this model. The error is thus

\[
\delta H=K\left[\ln(1+e_2)-\ln(1+e_1)\right],
\]

from which the pressures have dropped out. The absolute uncertainty is the same for a volatile and a sluggish precursor, provided that the temperatures and the relative errors are the same.

For small errors \(\ln(1+e)\approx e\), so \(\delta H\approx K(e_2-e_1)\). Squaring and averaging gives

\[
u(H)^2=K^2\left(\langle e_2^2\rangle+\langle e_1^2\rangle-2\langle e_1e_2\rangle\right).
\]

Each of the first two averages is \(s^2\). The third vanishes because the errors are independent and have zero mean. Hence

\[
u(H)=\sqrt2\,K\,s .
\]

The numbers are

\[
D=\frac1{330}-\frac1{350}=1.7316\times10^{-4}\ {\rm K^{-1}},\qquad
K=\frac{0.0083145}{1.7316\times10^{-4}}=48.016\ {\rm kJ/mol},
\]

\[
u(H)=\sqrt2\times0.05\times48.016=0.07071\times48.016=3.395\ {\rm kJ/mol}.
\]

This is the required 3.4 kJ/mol.

**Is the linear step good enough?** Take Gaussian errors, with the far tail \(e\le-1\) cut off, since the logarithm needs a positive reading. That tail begins 20 standard deviations from the centre. Expand

\[
\ln(1+e)=e-\frac{e^2}{2}+\frac{e^3}{3}-\dots
\]

and use \(\langle e^2\rangle=s^2\), \(\langle e^4\rangle=3s^4\), with odd moments zero. To order \(s^4\), the variance has three contributions:

- the linear term gives \(s^2\);
- the quadratic term gives \(\tfrac14(\langle e^4\rangle-\langle e^2\rangle^2)=\tfrac14(3s^4-s^4)=\tfrac12s^4\);
- the product of the linear and cubic terms gives \(2\cdot\tfrac13\langle e^4\rangle=2s^4\).

The sum is \(s^2(1+\tfrac52s^2)\). The variance is therefore larger than the linear estimate by \(2.5\times0.05^2=0.625\) percent. Numerical quadrature over the full logarithms gives an excess of 0.632 percent and \(u(H)=3.406\) kJ/mol. The linear result stands at the two digits asked for.

**What if 5 percent is a hard limit?** Suppose that each error is spread evenly between \(-a\) and \(a\), with \(a=0.05\). Then

\[
\langle e^2\rangle=\frac1{2a}\int_{-a}^{a}e^2\,de=\frac{a^2}{3},
\]

so \(s=a/\sqrt3\) and \(u(H)\) falls to \(3.395/\sqrt3=1.96\) kJ/mol. The meaning of the quoted percentage must be settled before the formula is used.

**Why is the uncertainty so large?** The factor \(K\) contains \(T_1T_2/(T_2-T_1)\). It diverges as the two temperatures approach each other, because a vanishing change in \(\ln p\) must then be read against a fixed error. Doubling the interval about the same mean temperature, to 320 and 360 K, halves \(u(H)\) almost exactly (the ratio is 0.499), since the product \(T_1T_2\) hardly changes.

With the temperatures held at 330 and 350 K, an uncertainty of 1 kJ/mol requires

\[
s=\frac{1}{\sqrt2\times48.016}=0.0147,
\]

or 1.47 percent. Averaging is another way. The mean of \(n\) readings with independent errors has its variance divided by \(n\), so about \(3.395^2\approx12\) readings at each temperature would reach the same goal. Errors that persist from reading to reading are not reduced by averaging; they drop out only if they are a scale factor common to both temperatures (Variation 1).

### (c) The example and its neglected effects

The readings give \(\ln(2.6/0.8)=1.1787\), so

\[
H=48.016\times1.1787=56.59\ {\rm kJ/mol},\qquad
\frac{u(H)}{H}=\frac{3.395}{56.59}=6.0\ \text{percent}.
\]

The result should be reported as \(57\pm3\) kJ/mol, or as 56.6 kJ/mol with a standard uncertainty of 3.4 kJ/mol. The relative uncertainty, unlike the absolute one, does depend on the pressures, through \(H\).

The pressures are rough typical values for liquid tetrakis(dimethylamido)titanium, a precursor for titanium nitride films. They are not reference data. The inputs used below to size the neglected effects are likewise rough assumptions.

**Temperature errors.** Since \(H=R\ln(p_2/p_1)/D\), and \(\partial D/\partial T_1=-1/T_1^2\), \(\partial D/\partial T_2=+1/T_2^2\),

\[
\frac{\partial H}{\partial T_1}=\frac{H}{D\,T_1^2},\qquad
\frac{\partial H}{\partial T_2}=-\frac{H}{D\,T_2^2}.
\]

For independent temperature errors of standard deviation \(u_T\), the squares add:

\[
u_{\rm temp}(H)=\frac HD\,u_T\sqrt{\frac1{T_1^4}+\frac1{T_2^4}} .
\]

With \(u_T=0.1\) K this is 0.40 kJ/mol. Combined with the pressure part it gives \(\sqrt{3.395^2+0.40^2}=3.42\) kJ/mol, so thermometry of this quality hardly matters here. To first order the temperature part grows in proportion to \(u_T\), and independent errors of 1 K at the two points would contribute about 4 kJ/mol. An offset of 1 K shared by both readings leaves \(T_2-T_1\) unchanged and shifts \(H\) by only about 0.3 kJ/mol.

**Enthalpy that changes with temperature.** Let \(H(T)=H_m+C(T-T_m)\), where \(C\) is the heat capacity of the vapour minus that of the liquid. Integration of \(H(T)/(RT^2)\) gives

\[
\ln\frac{p_2}{p_1}=\frac1R\left[(H_m-CT_m)D+C\ln\frac{T_2}{T_1}\right].
\]

Multiplying by \(K=R/D\), the two-point formula returns

\[
H=H_m+C\left[\frac{\ln(T_2/T_1)}{D}-T_m\right].
\]

The bracket vanishes for \(T_m=\ln(T_2/T_1)/D=339.80\) K. The measured enthalpy therefore belongs to this temperature. For \(C=-0.1\) kJ/(mol K), the value at 298.15 K is higher by

\[
-0.1\times(298.15-339.80)\approx4.2\ {\rm kJ/mol}.
\]

For this assumed \(C\), taken as constant down to room temperature, the shift exceeds the random uncertainty; it is proportional to \(C\) and falls below 3.4 kJ/mol when \(|C|\) is about 0.08 kJ/(mol K) or smaller. It matters when the result is compared with a value tabulated at room temperature, but it is no error if the enthalpy is quoted at 340 K.

**Real vapour and liquid volume.** With a second virial coefficient \(B\), the vapour volume is \(RT/p+B\). The volume change then becomes

\[
V_g-V_l=\frac{RT}{p}(1+x),\qquad x=\frac{(B-V_l)\,p}{RT}.
\]

For \(B=-3000\) cm³/mol and \(V_l=240\) cm³/mol, \(x\) is about \(-4\times10^{-4}\) at the upper point. Integrating the Clapeyron equation with this volume change shows that the two-point formula overestimates \(H\) by 0.013 kJ/mol, which is negligible. The assumed \(B\) may well be too small in magnitude for so large a molecule, but even \(B=-10000\) cm³/mol gives only 0.04 kJ/mol.

**Additive pressure errors.** A zero offset of 0.02 Torr at both points weighs more on the smaller pressure. It flattens the apparent rise:

\[
48.016\left[\ln\frac{2.62}{0.82}-\ln\frac{2.60}{0.80}\right]=-0.82\ {\rm kJ/mol}.
\]

If instead 0.02 Torr of gas from decomposition is present at 350 K alone, the rise looks steeper, and \(H\) is shifted by \(48.016\ln(2.62/2.60)=+0.37\) kJ/mol. These are shifts and not scatter, so repeating the measurement under the same conditions does not remove them.

For this material, one assumption open to doubt is that the measured gas is pure precursor vapour. Metal amides react with moisture and release amine, which adds to the pressure. In the two cases just computed, 0.02 Torr moves \(H\) by less than 1 kJ/mol. The same amount of foreign gas at 330 K alone would move it by \(-48.016\ln(0.82/0.80)=-1.19\) kJ/mol. About 0.06 Torr at 330 K alone, 0.19 Torr at 350 K alone, or 0.09 Torr present at both temperatures, as in a closed cell, shifts \(H\) by as much as the random uncertainty, so the sample should be degassed and the lower pressure measured again after the upper one.

## Variation 1: errors that are partly shared

*Both pressures are read on the same gauge, so that their relative errors have correlation coefficient \(r\). What becomes of \(u(H)\)?*

The cross term no longer vanishes: \(\langle e_1e_2\rangle=rs^2\). The first-order variance is

\[
u(H)^2=K^2(s^2+s^2-2rs^2),\qquad u(H)=K\,s\sqrt{2(1-r)} .
\]

For \(r=0.5\) this gives \(48.016\times0.05\times1=2.40\) kJ/mol. At \(r=0\) the earlier result returns.

At \(r=1\), with equal standard deviations, both readings carry the same factor \(1+e\). It cancels in \(p_2/p_1\) before any linearisation, and the uncertainty is zero. A gauge whose scale is wrong by a constant factor thus gives the right enthalpy, although every pressure is wrong. Negative correlation has the opposite effect: at \(r=-1\) the uncertainty rises to \(2Ks=4.8\) kJ/mol. Independence is therefore a real condition of the 3.4 kJ/mol, and not a formality.

## Variation 2: the pressure at the delivery temperature

*The precursor vessel is held at \(T=300\) K. Extrapolate the vapour pressure to this temperature and find its uncertainty, again with independent errors.*

Integrating from \(T_1\) to \(T\) gives \(\ln p(T)=\ln p_1+(H/R)(1/T_1-1/T)\). Insert \(H/R=(\ln p_2-\ln p_1)/D\):

\[
\ln p(T)=(1-w)\ln p_1+w\ln p_2,\qquad w=\frac{1/T_1-1/T}{D}.
\]

Here \(w=-1.750\), and

\[
\ln p=\ln0.8-1.750\times1.1787=-2.286,\qquad p=0.102\ {\rm Torr}
\]

(the logarithms are of pressures in Torr). The two readings enter with weights 2.750 and \(-1.750\), so to first order

\[
u(\ln p)=s\sqrt{(1-w)^2+w^2}=0.05\sqrt{2.750^2+1.750^2}=0.163 .
\]

One standard deviation is a factor \(e^{0.163}\approx1.18\), which spans about 0.086 to 0.120 Torr. The 5 percent errors have grown more than threefold.

It would be wrong to combine the uncertainties of \(p_1\) and \(H\) as if they were independent. A reading of \(p_1\) that is too high also makes \(H\) too low, and on extrapolation to lower temperature both errors raise the predicted pressure. Ignoring this link would give

\[
\sqrt{0.05^2+\left(\frac{3.395}{0.0083145}\times3.030\times10^{-4}\right)^2}\approx0.13,
\]

which is too small.

The change of \(H\) with temperature also enters. With \(C=-0.1\) kJ/(mol K) as before, it adds to \(\ln p(T)\) the term

\[
-\frac CR\int_{T}^{T_1}\frac{T'-T_m}{T'^2}\,dT'
=-\frac CR\left[\ln\frac{T_1}{T}-T_m\left(\frac1T-\frac1{T_1}\right)\right]\approx-0.09 .
\]

The predicted pressure is lowered by about 9 percent, roughly half of the random uncertainty. If the delivered dose matters at this level, a measurement at the vessel temperature itself is the better course, provided that the gauge still reads to 5 percent near 0.1 Torr, which is 0.005 Torr. The zero offset of 0.02 Torr assumed above would break this condition: it shifts \(\ln p\) by 0.18 in a direct reading, but by only 0.055 in the extrapolation. The numerical output below lists the main values.

## Computed results

```
Gas constant R = 0.0083145 kJ/(mol K)
Temperatures T1, T2 = 330, 350 K
Pressures p1, p2 (rough) = 0.8, 2.6 Torr
Relative standard error s = 5.0 percent
D = 1/T1 - 1/T2 = 1.73160e-04 1/K
K = R/D = 48.016 kJ/mol
ln(p2/p1) = 1.1787
Standard error of ln(p2/p1), first order = 0.07071
Two-point enthalpy H = 56.59 kJ/mol
u(H), first order = 3.395 kJ/mol
u(H), full quadrature = 3.406 kJ/mol
u(H)/H = 6.0 percent
Variance excess, quadrature = 0.632 percent
Variance excess, 2.5 s^2 = 0.625 percent
u(H), 5 percent as uniform limit = 1.96 kJ/mol
u(H), correlation 0.5 = 2.40 kJ/mol
u(H), fully shared scale error = 0.00 kJ/mol
s needed for u(H) = 1 kJ/mol: 1.47 percent
Delivery temperature = 300 K
Extrapolation weight w = -1.750
Extrapolated pressure = 0.1017 Torr
u(ln p) at delivery temperature = 0.163
Assumed temperature error = 0.1 K
u(H) from temperature errors = 0.40 kJ/mol
u(H) from pressure and temperature = 3.42 kJ/mol
Assumed heat-capacity change = -0.1 kJ/(mol K)
Temperature to which H belongs, Tm = 339.80 K
H(298.15 K) - H(Tm) = 4.17 kJ/mol
Assumed second virial coefficient = -3000 cm3/mol
Assumed liquid molar volume = 240 cm3/mol
Bias of H, real vapour and liquid = +0.013 kJ/mol
Assumed additive pressure error = 0.02 Torr
Bias of H, offset at both points = -0.82 kJ/mol
Bias of H, extra gas at T2 only = +0.37 kJ/mol
```
